# The binding threshold of one attractive site on a simple cubic lattice: verification in Python

```python
# Result under test: a site lowered by U on a simple cubic lattice binds a
# particle only if U > Uc = 1/g(0), about 3.96 t; the depth d solves U g(d) = 1.
# t: hopping magnitude; d: depth below the band bottom (the energy zero);
# g(d): Brillouin-zone average of 1/(band energy + d).
# Example: hole at an isovalent impurity in GaN, rough model inputs, eV and nm.
import numpy as np
from scipy import constants as const, sparse
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse.linalg import eigsh
from scipy.special import i0e, ive


def green(depth, hops, power=0):
    """Integral of s^power exp(-depth s) prod i0e(2 h s), using s = u^2."""
    hx, hy, hz = hops

    def integrand(u):
        s = u * u
        bessel = i0e(2*hx*s) * i0e(2*hy*s) * i0e(2*hz*s)
        return 2 * u * s**power * np.exp(-depth*s) * bessel
    return quad(integrand, 0, np.inf, epsabs=1e-12, epsrel=1e-10, limit=400)[0]


def trap_depth(strength, hops):
    if strength * green(0.0, hops) <= 1:
        return 0.0
    return brentq(lambda d: strength*green(d, hops) - 1, 0, strength, xtol=1e-13)


def site_weight(strength, depth, hops):
    return 1 / (strength**2 * green(depth, hops, power=1))


def band_mesh(n, hops):
    k = 2*np.pi*(np.arange(n) + 0.5)/n
    ex, ey, ez = [2*h*(1 - np.cos(k)) for h in hops]
    return ex[:, None, None] + ey[None, :, None] + ez[None, None, :]


def supercell(size, hop, strength, shell=0.0, count=1, remote=None):
    """Lowest states of a periodic cluster with the impurity at index 0."""
    ring = sum(sparse.eye(size, k=j) for j in (1, -1, size-1, 1-size))
    one = sparse.eye(size)
    links = (sparse.kron(sparse.kron(ring, one), one)
             + sparse.kron(sparse.kron(one, ring), one)
             + sparse.kron(sparse.kron(one, one), ring))
    onsite = np.full(size**3, 6.0*hop)
    onsite[0] -= strength
    for stride in (1, size, size**2):
        onsite[stride] -= shell
        onsite[stride*(size - 1)] -= shell
    ham = sparse.diags(onsite) - hop*links
    if remote is not None:
        distance, coupling = remote
        column = sparse.csr_matrix(([coupling], ([0], [0])), shape=(size**3, 1))
        corner = sparse.csr_matrix([[-distance]])
        ham = sparse.bmat([[ham, column], [column.T, corner]])
    ham = ham.tocsr()
    start = np.random.default_rng(7).normal(size=ham.shape[0])
    values, vectors = eigsh(ham, k=count, which='SA', v0=start, ncv=60)
    order = np.argsort(values)
    return values[order], vectors[:, order]


# ---- threshold in units of the hopping
unit = (1.0, 1.0, 1.0)
g0 = green(0.0, unit)
uc_ratio = 1 / g0
coarse, fine = [np.mean(1/band_mesh(n, unit)) for n in (60, 120)]
g0_mesh = 2*fine - coarse        # removes the 1/n error of the band-edge pole
assert abs(g0_mesh - g0) < 1e-5
assert abs(uc_ratio - 3.96) < 0.005
skewed = (1.4, 0.8, 0.8)
for hops in (unit, skewed):
    assert abs(np.mean(1/(band_mesh(80, hops) + 0.5)) - green(0.5, hops)) < 1e-8

# error of a plain cutoff in s
cut = 100.0
partial = quad(lambda u: 2*u*i0e(2*u*u)**3, 0, np.sqrt(cut), epsabs=1e-12)[0]
lost = g0 - partial
assert abs(lost / (2/np.sqrt(cut)/(4*np.pi)**1.5) - 1) < 0.01

# quadratic opening of the depth; the error must shrink towards threshold
law_errors = []
for excess in (0.01, 0.001):
    strength = uc_ratio*(1 + excess)
    law = 16*np.pi**2*(g0 - 1/strength)**2
    law_errors.append(abs(law/trap_depth(strength, unit) - 1))
assert law_errors[0] < 0.02 and law_errors[1] < 0.5*law_errors[0]

# ---- example
a, t, U = 0.28, 0.25, 1.25
cubic = (t, t, t)
mass = const.hbar**2/(2*t*const.e*(a*1e-9)**2)
Uc = 1/green(0.0, cubic)
depth = trap_depth(U, cubic)
weight = site_weight(U, depth, cubic)
law_depth = 16*np.pi**2*t**3*(1/Uc - 1/U)**2
kappa_a = np.arccosh(1 + depth/(2*t))
values, vectors = supercell(24, t, U, count=2)
assert abs(-values[0] - depth) < 1e-5
assert values[1] > 0             # only one state below the band
assert abs(vectors[0, 0]**2 - weight) < 1e-4
step = 1e-3
slope = (trap_depth(U+step, cubic) - trap_depth(U-step, cubic))/(2*step)
assert abs(slope - weight) < 1e-4


def axis_amplitude(n):
    top = np.sqrt(200/depth)
    return quad(lambda u: 2*u*np.exp(-depth*u*u)*ive(n, 2*t*u*u)
                * i0e(2*t*u*u)**2, 0, top, epsabs=0, epsrel=1e-9, limit=400)[0]


neighbour = U*axis_amplitude(1)  # amplitude relative to the impurity site
assert abs(neighbour - vectors[1, 0]/vectors[0, 0]) < 1e-4
decay = -np.log(31*axis_amplitude(31)/(30*axis_amplitude(30)))
assert abs(decay - kappa_a) < 1e-3

# ---- false binding in supercells, for a site below threshold
weak = 0.5
assert weak < Uc and trap_depth(weak, cubic) == 0
false_depth = {n: -supercell(n, t, weak)[0][0] for n in (4, 12, 18, 24)}
inverse = {n: 1/(n**3*d) for n, d in false_depth.items()}
limit = 2*inverse[24] - inverse[12]
uc_cells = 1/(1/weak - limit)
# remaining extrapolation error is second order in 1/size
assert abs(uc_cells/t - uc_ratio) < 0.01
line18 = limit + (inverse[12] - limit)*12/18
assert abs(line18/inverse[18] - 1) < 0.005
strong4 = -supercell(4, t, U)[0][0]

# ---- neglected effects
uneven = (0.35, 0.20, 0.20)
uc_uneven = 1/green(0.0, uneven)
depth_uneven = trap_depth(U, uneven)

shell = 0.05
depth_shell = -supercell(24, t, U, shell=shell)[0][0]
first_order = 6*shell*weight*neighbour**2
assert depth_shell - depth > first_order - 1e-6     # variational bound

gap, mix = 3.4, 0.4
depth_mix = brentq(lambda d: (U - mix**2/(gap-d))*green(d, cubic) - 1, 0, U)
mixed_values = supercell(24, t, U, count=2, remote=(gap, mix))[0]
assert abs(-mixed_values[1] - depth_mix) < 1e-5

S = 0.3
relaxed = minimize_scalar(lambda q: q*q/(4*S) - trap_depth(U+q, cubic),
                          bounds=(0, 2*S), method='bounded',
                          options={'xatol': 1e-6})
q = relaxed.x
depth_relaxed = -relaxed.fun
weight_relaxed = site_weight(U+q, trap_depth(U+q, cubic), cubic)
assert abs(q - 2*S*weight_relaxed) < 1e-3

T, p_free = 300.0, 5e17
kT = const.k*T/const.e
band_factor = i0e(2*t/kT)**3
assert abs(np.mean(np.exp(-band_mesh(60, cubic)/kT))/band_factor - 1) < 1e-6
Nv = 2*band_factor*1e21/a**3
Nv_parabolic = 2*(2*np.pi*mass*const.k*T/const.h**2)**1.5*1e-6
assert abs(Nv/Nv_parabolic - 1) < 0.05
p_half = 0.5*Nv*np.exp(-depth/kT)
filled = 1/(1 + p_half/p_free)


def tunnel_exponent(field):      # field in MV/cm; 1 MV/cm = 0.1 V/nm
    area = quad(lambda e: np.arccosh(1 + e/(2*t))/a, 0, depth)[0]
    return 2*area/(0.1*field)


exponent1, exponent3 = tunnel_exponent(1.0), tunnel_exponent(3.0)
parabolic = (4*np.sqrt(2*mass)*(depth*const.e)**1.5
             / (3*const.hbar*const.e*1e8))
assert abs(exponent1/parabolic - 1) < 0.03
empty_time = const.h/(depth*const.e)*np.exp(exponent1)*1e12

print(f"g(0) times t, Bessel integral: {g0:.7f}")
print(f"g(0) times t, extrapolated k mesh: {g0_mesh:.7f}")
print(f"threshold Uc/t: {uc_ratio:.5f}")
print(f"share of g(0) lost by cutoff s = {cut:.0f}/t: {100*lost/g0:.2f} %")
print(f"error of quadratic law at U = 1.01 Uc: {100*law_errors[0]:.3f} %")
print(f"error of quadratic law at U = 1.001 Uc: {100*law_errors[1]:.3f} %")
print(f"input lattice spacing a: {a:.2f} nm")
print(f"input hopping t: {t:.2f} eV")
print(f"input site strength U: {U:.2f} eV")
print(f"effective mass: {mass/const.m_e:.3f} electron masses")
print(f"bandwidth 12t: {12*t:.2f} eV")
print(f"threshold Uc: {Uc:.4f} eV")
print(f"trap depth: {depth:.5f} eV")
print(f"trap depth, 24^3-site diagonalization: {-values[0]:.5f} eV")
print(f"trap depth, quadratic law: {law_depth:.5f} eV")
print(f"weight on impurity site: {weight:.4f}")
print(f"neighbour/site amplitude ratio: {neighbour:.4f}")
print(f"decay length 1/kappa along axis: {a/kappa_a:.4f} nm")
print(f"weak site strength (below threshold): {weak:.2f} eV")
for n in (4, 12, 18, 24):
    print(f"false depth of weak site, {n}^3 sites: {1000*false_depth[n]:.4f} meV")
print(f"Uc/t extrapolated from these supercells: {uc_cells/t:.4f}")
print(f"depth for U = {U:.2f} eV in 4^3 sites: {strong4:.5f} eV")
print(f"uneven hoppings: {uneven[0]:.2f}, {uneven[1]:.2f}, {uneven[2]:.2f} eV")
print(f"threshold, uneven hoppings: {uc_uneven:.4f} eV")
print(f"depth, uneven hoppings: {depth_uneven:.5f} eV")
print(f"attraction on each of six neighbours: {shell:.2f} eV")
print(f"depth with neighbour attraction: {depth_shell:.5f} eV")
print(f"first-order gain from neighbours: {first_order:.5f} eV")
print(f"gap and conduction-orbital coupling: {gap:.2f}, {mix:.2f} eV")
print(f"depth with conduction-orbital mixing: {depth_mix:.5f} eV")
print(f"relaxation energy S of fully localized hole: {S:.2f} eV")
print(f"site deepening q by relaxation: {q:.4f} eV")
print(f"depth with relaxation: {depth_relaxed:.4f} eV")
print(f"site weight with relaxation: {weight_relaxed:.4f}")
print(f"temperature and kT: {T:.0f} K, {kT:.5f} eV")
print(f"effective density of band states: {Nv:.3e} cm^-3")
print(f"free-hole density for half filling: {p_half:.3e} cm^-3")
print(f"trap filling at {p_free:.1e} cm^-3 free holes: {filled:.3f}")
print(f"tunnelling exponent at 1 MV/cm: {exponent1:.3f}")
print(f"tunnelling exponent at 3 MV/cm: {exponent3:.3f}")
print(f"rough emptying time at 1 MV/cm: {empty_time:.2f} ps")
print("finished without a failed check")
```

Running it gives:

```
g(0) times t, Bessel integral: 0.2527310
g(0) times t, extrapolated k mesh: 0.2527314
threshold Uc/t: 3.95678
share of g(0) lost by cutoff s = 100/t: 1.78 %
error of quadratic law at U = 1.01 Uc: 0.934 %
error of quadratic law at U = 1.001 Uc: 0.097 %
input lattice spacing a: 0.28 nm
input hopping t: 0.25 eV
input site strength U: 1.25 eV
effective mass: 1.944 electron masses
bandwidth 12t: 3.00 eV
threshold Uc: 0.9892 eV
trap depth: 0.10020 eV
trap depth, 24^3-site diagonalization: 0.10020 eV
trap depth, quadratic law: 0.10977 eV
weight on impurity site: 0.6086
neighbour/site amplitude ratio: 0.2335
decay length 1/kappa along axis: 0.4495 nm
weak site strength (below threshold): 0.50 eV
false depth of weak site, 4^3 sites: 12.8046 meV
false depth of weak site, 12^3 sites: 0.5432 meV
false depth of weak site, 18^3 sites: 0.1649 meV
false depth of weak site, 24^3 sites: 0.0704 meV
Uc/t extrapolated from these supercells: 3.9548
depth for U = 1.25 eV in 4^3 sites: 0.14310 eV
uneven hoppings: 0.35, 0.20, 0.20 eV
threshold, uneven hoppings: 0.9654 eV
depth, uneven hoppings: 0.11321 eV
attraction on each of six neighbours: 0.05 eV
depth with neighbour attraction: 0.11039 eV
first-order gain from neighbours: 0.00995 eV
gap and conduction-orbital coupling: 3.40, 0.40 eV
depth with conduction-orbital mixing: 0.07222 eV
relaxation energy S of fully localized hole: 0.30 eV
site deepening q by relaxation: 0.5103 eV
depth with relaxation: 0.2714 eV
site weight with relaxation: 0.8504
temperature and kT: 300 K, 0.02585 eV
effective density of band states: 6.938e+19 cm^-3
free-hole density for half filling: 7.194e+17 cm^-3
trap filling at 5.0e+17 cm^-3 free holes: 0.410
tunnelling exponent at 1 MV/cm: 2.991
tunnelling exponent at 3 MV/cm: 0.997
rough emptying time at 1 MV/cm: 0.82 ps
finished without a failed check
```
